\section*{The critical angle for X-ray total external reflection from electron density, part 1}

(Sections cited here and not found follow in the second part.)

\section{From one electron to the critical angle}

An X-ray beam travels in vacuum and meets the flat, sharp surface of a homogeneous medium at a small angle $\theta$, measured from the surface itself. The medium contains $\rho$ electrons per unit volume on average. The task is to find the angle below which no wave can travel on into the medium, starting from the motion of a single electron.

Hartree atomic units are used: $\hbar$, the electron mass, the elementary charge and $4\pi\varepsilon_0$ all equal one. The electron has charge $-1$, a photon of angular frequency $\omega$ has energy $\omega$, and the speed of light is $c=137.036$. The worked example is a model medium with round parameters,
\[
\rho=0.2\ \text{bohr}^{-3},\qquad \omega=300\ \text{hartree}\;(8.16\ \text{keV}).
\]

\subsection*{(a) The response of one electron}

\textit{An electron is held by a restoring force with natural frequency $\omega_0$ and driven by the field $E\cos\omega t$. Find its polarizability, and its limit when $\omega\gg\omega_0$.}

\paragraph{Solution.}
Let $x$ be the displacement along the field. The force of the field on a charge $-1$ is $-E\cos\omega t$. The magnetic force is smaller by the ratio of the electron's speed to $c$ and is left out, as is damping, because absorption is neglected for now. With unit mass,
\begin{equation}
\ddot x=-\omega_0^2x-E\cos\omega t .
\end{equation}
The motion that follows the field has the form $x=A\cos\omega t$. Then $\ddot x=-\omega^2A\cos\omega t$, and dividing by $\cos\omega t$ gives
\[
-\omega^2A=-\omega_0^2A-E
\quad\Longrightarrow\quad
(\omega^2-\omega_0^2)A=E
\quad\Longrightarrow\quad
A=\frac{E}{\omega^2-\omega_0^2}.
\]
A free oscillation at $\omega_0$ may be added to this solution. It does not have the frequency of the beam, so it contributes nothing to a wave of frequency $\omega$.

The dipole moment is charge times displacement, $p=-x$. The polarizability $a$ is defined by $p=aE\cos\omega t$, so
\begin{equation}
a(\omega)=-\frac{A}{E}=\frac{1}{\omega_0^2-\omega^2}.
\label{eq:pol}
\end{equation}
Taking $-\omega^2$ out of the denominator shows the high-frequency limit:
\begin{equation}
a(\omega)=-\frac{1}{\omega^2}\,\frac{1}{1-\omega_0^2/\omega^2}
\;\longrightarrow\;-\frac1{\omega^2}\qquad(\omega\gg\omega_0).
\label{eq:free}
\end{equation}

The sign carries the physics. In a slowly varying field, $\omega\ll\omega_0$, the restoring force balances the field. The negative charge is then displaced against the field, and the dipole points along it. In a rapidly varying field inertia dominates. The acceleration follows the force, and because $\ddot x=-\omega^2x$ the displacement has the opposite sign to the acceleration. The dipole is therefore opposed to the field, and its size no longer depends on how the electron is bound.

For a binding frequency of $30$ hartree in the example, $\omega_0^2/\omega^2=0.01$, and the response exceeds the free-electron value by the factor $1/(1-0.01)=1.0101$. Integrating the equation of motion from rest, and extracting the part at frequency $\omega$, gives $a=-1.12233\times10^{-5}$ against $-1/\omega^2=-1.11111\times10^{-5}$ in atomic units. Their ratio is again $1.0101$.

The oscillator is a model of a bound electron, and equation (\ref{eq:free}) marks its limits. If $\omega$ comes close to $\omega_0$, the response grows without bound in the undamped model, and damping can no longer be ignored. An electron with $\omega_0\gg\omega$ has $a\approx1/\omega_0^2$, which is positive and much smaller than $1/\omega^2$. Such an electron hardly takes part. The density $\rho$ used below thus counts electrons whose binding frequencies lie well below the photon energy.

\subsection*{(b) The refractive index}

\textit{Find the refractive index $n$ of the medium. Writing $n=1-\delta$, relate $\delta$ to $\rho$ and $\omega$, and also to the wavelength.}

\paragraph{Solution.}
The polarization $P$ is the dipole moment per unit volume. With $\rho$ electrons per unit volume, each responding as in equation (\ref{eq:free}),
\[
P=\rho\,a\,E=-\frac{\rho}{\omega^2}E .
\]
It is assumed here that each electron is driven by the average field $E$ in the medium. The field of the neighbouring dipoles could alter this by an amount of order $4\pi P$, which will turn out to be a few parts in $10^5$ of $E$.

In units with $4\pi\varepsilon_0=1$ the displacement field is $D=E+4\pi P$, and the index is defined by $D=n^2E$. Therefore
\begin{equation}
n^2=1+\frac{4\pi P}{E}=1-\frac{4\pi\rho}{\omega^2}
=1-\frac{\omega_p^2}{\omega^2},
\qquad \omega_p^2=4\pi\rho .
\label{eq:index}
\end{equation}
The quantity $\omega_p$ is the plasma frequency. If all free electrons are shifted by $x$ across a slab, $P=-\rho x$. With no external charge $D=0$, so the field is $-4\pi P=4\pi\rho x$, and the force on each electron is $-4\pi\rho x$. This is an oscillator of frequency $\sqrt{4\pi\rho}$.

For the example,
\[
\omega_p=\sqrt{4\pi\times0.2}=1.5853\ \text{hartree},\qquad
\frac{\omega_p}{\omega}=\frac{1.5853}{300}=5.284\times10^{-3}.
\]
The ratio $4\pi P/E=-\omega_p^2/\omega^2$ is then $-2.8\times10^{-5}$, which confirms that the neighbours' field is a small matter.

Inserting $n=1-\delta$ in equation (\ref{eq:index}) gives $1-2\delta+\delta^2=1-\omega_p^2/\omega^2$, or
\begin{equation}
2\delta-\delta^2=\frac{\omega_p^2}{\omega^2}.
\label{eq:deltaexact}
\end{equation}
Since $\delta$ is small, $\delta^2$ may be dropped beside $2\delta$, at a relative cost of $\delta/2$:
\begin{equation}
\delta\approx\frac{\omega_p^2}{2\omega^2}=\frac{2\pi\rho}{\omega^2}.
\label{eq:delta}
\end{equation}

To bring in the vacuum wavelength $\lambda=2\pi c/\omega$, write $1/\omega^2=\lambda^2/(4\pi^2c^2)$. Then
\[
\delta\approx2\pi\rho\,\frac{\lambda^2}{4\pi^2c^2}
=\frac{1}{c^2}\,\frac{\lambda^2\rho}{2\pi}.
\]
The classical electron radius is $r_e=e^2/(4\pi\varepsilon_0mc^2)$, with $m$ the electron mass. In atomic units this is $1/c^2$, so
\begin{equation}
\delta\approx\frac{r_e\lambda^2\rho}{2\pi}.
\label{eq:deltaSI}
\end{equation}
This form holds in any consistent set of length units. For the example $\lambda=2.870$ bohr. Equation (\ref{eq:deltaexact}) gives $\delta=1.396273\times10^{-5}$, and equation (\ref{eq:deltaSI}), evaluated in SI units, gives $1.396263\times10^{-5}$. The relative difference of $7\times10^{-6}$ is the expected $\delta/2$.

The index is below one because the dipoles oppose the field. Wave crests then move at $c/n>c$, but a pulse does not. A wave of wavenumber $K$ in the medium obeys $c^2K^2=n^2\omega^2=\omega^2-\omega_p^2$. Differentiating gives $c^2K\,dK=\omega\,d\omega$, and the group velocity is
\[
\frac{d\omega}{dK}=\frac{c^2K}{\omega}=nc<c .
\]

\subsection*{(c) The angle at which the travelling wave disappears}

\textit{Find the component of the wavevector normal to the surface inside the medium, and from it the critical angle $\theta_c$.}

\paragraph{Solution.}
Let $z$ point into the medium, with the surface at $z=0$, and let the beam travel in the $xz$ plane. Take the electric field along $y$, parallel to the surface, and let all fields vary in time as $e^{-i\omega t}$. Maxwell's equations for a non-magnetic medium are
\[
\nabla\times\mathbf E=-\frac{\partial\mathbf B}{\partial t},\qquad
\nabla\times\mathbf B=\frac{n^2}{c^2}\frac{\partial\mathbf E}{\partial t}.
\]
Take the curl of the first and insert the second. On the left, $\nabla\times(\nabla\times\mathbf E)=\nabla(\nabla\cdot\mathbf E)-\nabla^2\mathbf E$. The divergence vanishes, since the field has a $y$ component alone and does not depend on $y$. Two time derivatives give $-\omega^2$, so
\begin{equation}
\nabla^2E+\frac{n^2\omega^2}{c^2}E=0 .
\label{eq:wave}
\end{equation}
This derivation also holds when $n$ depends on $z$.

The incident wave has wavenumber $k=\omega/c$, with component $k\cos\theta$ along the surface and $k\sin\theta$ normal to it. The medium looks the same at every $x$, so the fields on both sides must share the factor $e^{ikx\cos\theta}$; otherwise they could not match at all points of the surface. Put $E=F(z)\,e^{ikx\cos\theta}$ in equation (\ref{eq:wave}). The second $x$ derivative gives $-k^2\cos^2\theta$, hence
\begin{equation}
F''+k^2\left(n^2-\cos^2\theta\right)F=0 .
\label{eq:F}
\end{equation}
Inside the medium the solutions are $e^{\pm ik_zz}$ with
\begin{equation}
k_z^2=k^2\left(n^2-\cos^2\theta\right)
=k^2\left(1-\frac{\omega_p^2}{\omega^2}-\cos^2\theta\right)
=\frac{\omega^2\sin^2\theta-\omega_p^2}{c^2}.
\label{eq:kz}
\end{equation}
If $k_z^2>0$, a wave travels into the medium. If $k_z^2<0$, $k_z$ is imaginary and the field varies exponentially with depth. The change occurs at $k_z=0$, that is, at
\begin{equation}
\cos\theta_c=n=1-\delta,
\qquad\text{equivalently}\qquad
\sin\theta_c=\frac{\omega_p}{\omega}.
\label{eq:crit}
\end{equation}

The medium takes away a fixed amount $\omega_p^2/c^2$ from the square of the normal wavevector. A steep beam can afford this; a beam that grazes the surface has too little normal wavevector to begin with. For $n>1$ the bracket $n^2-\cos^2\theta$ would be positive at every angle, and no critical angle would exist on the vacuum side. The reflection is called external because it takes place outside the material.

The condition rests on two facts: the wavevector along the surface is conserved, and the wavenumber inside is $nk$. Both hold for the other polarization as well, so it has the same critical angle.

\subsection*{(d) The small-angle form}

\textit{Show that $\theta_c$ equals $\sqrt{2\delta}$ to leading order in $\delta$, find the first correction, and evaluate the angle for the example.}

\paragraph{Solution.}
Equation (\ref{eq:crit}) says $1-\cos\theta_c=\delta$. The identity $1-\cos\theta=2\sin^2(\theta/2)$ turns this into
\[
\sin\frac{\theta_c}{2}=\sqrt{\frac{\delta}{2}}
\quad\Longrightarrow\quad
\theta_c=2\arcsin\sqrt{\frac{\delta}{2}} .
\]
For small $s$, $\arcsin s=s+s^3/6+\dots=s\,(1+s^2/6+\dots)$. With $s^2=\delta/2$ and $2\sqrt{\delta/2}=\sqrt{2\delta}$,
\begin{equation}
\theta_c=\sqrt{2\delta}\left(1+\frac{\delta}{12}+\dots\right).
\label{eq:small}
\end{equation}
Thus $\theta_c=\sqrt{2\delta}$ is the leading term of an expansion and not an identity. Because $\arcsin s>s$ for $s>0$, it lies slightly below the true angle. A high-precision evaluation at $\delta=10^{-4}$ gives $0.083335$ for the coefficient of the correction, close to $1/12=0.083333$.

Combined with equations (\ref{eq:delta}) and (\ref{eq:deltaSI}), the leading term reads
\begin{equation}
\theta_c\approx\sqrt{2\delta}\approx\frac{\sqrt{4\pi\rho}}{\omega}
=\lambda\sqrt{\frac{r_e\rho}{\pi}} .
\label{eq:density}
\end{equation}
The angle grows as the square root of the electron density and in proportion to the wavelength.

For the example,
\[
\sqrt{2\delta}=\sqrt{2\times1.39627\times10^{-5}}=5.284\times10^{-3}\ \text{rad}=0.303^\circ .
\]
Relative to $\theta_c$, the error of $\sqrt{2\delta}$ is $-1.16\times10^{-6}$, in agreement with $-\delta/12$. The free-electron approximation matters far more. If all electrons were single oscillators of frequency $30$ hartree, $\delta$ would rise by $1.0\%$ and $\theta_c$ by half as much, $0.5\%$. This figure belongs to the oscillator model. A real bound electron spreads its response over a continuum that reaches far above its ionization energy. For a hydrogen-like 1s electron bound by $30$ hartree, $\delta$ rises by about $2.6\%$, and the same continuum brings absorption, with an imaginary part of the index of about $0.014\,\delta$. Real materials therefore need tabulated dispersion and absorption corrections.

\section{Total reflection and its conditions}

The second half uses these results. Angles $\theta$ are measured from the surface, $z$ points into the medium, and fields vary as $e^{-i\omega t}$. The vacuum wavenumber is $k=\omega/c$, the electron density is $\rho$, and $\omega_p^2=4\pi\rho$. The index without absorption is $n=1-\delta$ with $2\delta-\delta^2=\omega_p^2/\omega^2$. The depth dependence $F(z)$ of an electric field parallel to the surface obeys
\[
F''+k^2(n^2-\cos^2\theta)F=0,\qquad
k_z^2=\frac{\omega^2\sin^2\theta-\omega_p^2}{c^2},
\]
where $k_z$ is the normal wavevector inside. It vanishes at $\sin\theta_c=\omega_p/\omega$, and $\theta_c\approx\sqrt{2\delta}$. The example has $\rho=0.2$ bohr$^{-3}$, $\omega=300$ hartree, $\delta=1.396\times10^{-5}$ and $\theta_c=5.284\times10^{-3}$ rad.

Starting from the response of a single electron, this part has found the critical angle, $\sin\theta_c=\omega_p/\omega$, below which no wave travels on into the medium. It remains to show whether the reflection there is total, when absorption may be neglected, why the mean density suffices, and how the density can be read from the angle.

Numbers in the example were calculated in double precision.
